# The Pandya transformation and the 2p⁵3s levels of neon-like ions: test program

```python
"""
Result under test (Pandya transformation):
  v_J(a b^-1, c d^-1) = - sum_J' (2J'+1) {ja jb J; jc jd J'} <a d;J'|V|c b;J'>
a, c: particles; b, d: holes in a closed shell; V: Coulomb repulsion;
<..;J'|V|..;J'>: antisymmetrized pair element without equivalent-pair norm;
hole operator: (-1)^(j+m) a_{-m}. The transformation is applied to 2p^5 3s
of neon-like ions with Dirac-Hartree-Fock orbitals (Dirac-Coulomb, point
nucleus, frozen core). P, Q: large and small radial functions; kappa: Dirac
quantum number; R^k: radial Coulomb integral. Atomic units unless labelled.
"""
from collections import namedtuple
from functools import lru_cache
from math import factorial, sqrt
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import gamma, gammainc, lpmv
from sympy import Rational
from sympy.physics.wigner import clebsch_gordan, wigner_3j, wigner_6j

C = 1.0 / const.fine_structure
EV = const.physical_constants["Hartree energy in eV"][0]


# ---------- angular momentum algebra ----------
def half(x):
    return Rational(int(round(2 * x)), 2)


def sign(x):
    return -1.0 if int(round(x)) % 2 else 1.0


@lru_cache(None)
def cg(j1, m1, j2, m2, j, m):
    if abs(m1 + m2 - m) > 1e-9 or abs(m1) > j1 or abs(m2) > j2 or abs(m) > j:
        return 0.0
    return float(clebsch_gordan(half(j1), half(j2), half(j),
                                half(m1), half(m2), half(m)))


@lru_cache(None)
def six_j(a, b, c, d, e, f):
    return float(wigner_6j(*[half(x) for x in (a, b, c, d, e, f)]))


@lru_cache(None)
def three_j_half(ja, k, jb):
    return float(wigner_3j(half(ja), k, half(jb), half(0.5), 0, half(-0.5)))


def j_of(kappa):
    return abs(kappa) - 0.5


def l_of(kappa):
    return kappa if kappa > 0 else -kappa - 1


def reduced(ka, k, kb):
    """Reduced element of the renormalized spherical harmonic C^k."""
    if (l_of(ka) + l_of(kb) + k) % 2:
        return 0.0
    ja, jb = j_of(ka), j_of(kb)
    return (sign(ja + 0.5) * sqrt((2 * ja + 1) * (2 * jb + 1))
            * three_j_half(ja, k, jb))


def j_range(ja, jb, jc, jd):
    low = max(abs(ja - jb), abs(jc - jd))
    high = min(ja + jb, jc + jd)
    return range(int(round(low)), int(round(high)) + 1)


def test_recoupling():
    """Random invariant interaction, four different j, explicit m sums."""
    ja, jb, jc, jd = 1.5, 2.5, 3.5, 0.5
    rng = np.random.default_rng(3)
    pair = {J: rng.normal() for J in j_range(ja, jd, jc, jb)}
    hole, worst, M = {}, 0.0, 1
    for J in j_range(ja, jb, jc, jd):
        explicit = 0.0
        for mb in np.arange(-jb, jb + 1):
            ma = M - mb
            for md in np.arange(-jd, jd + 1):
                mc = M - md
                weight = (cg(ja, ma, jb, mb, J, M) * cg(jc, mc, jd, md, J, M)
                          * sign(jb + mb + jd + md))
                if weight:
                    explicit -= weight * sum(
                        v * cg(ja, ma, jd, -md, Jp, ma - md)
                        * cg(jc, mc, jb, -mb, Jp, ma - md)
                        for Jp, v in pair.items())
        hole[J] = -sum((2 * Jp + 1) * six_j(ja, jb, J, jc, jd, Jp) * v
                       for Jp, v in pair.items())
        worst = max(worst, abs(hole[J] - explicit))
    for Jp, v in pair.items():
        back = -sum((2 * J + 1) * six_j(ja, jb, J, jc, jd, Jp) * u
                    for J, u in hole.items())
        worst = max(worst, abs(back - v))
    assert worst < 1e-12
    return worst


# ---------- radial grid: X = Z r, logarithmic ----------
POINTS = 600
LOGX = np.linspace(np.log(1e-6), np.log(400.0), POINTS)
STEP = LOGX[1] - LOGX[0]
X = np.exp(LOGX)


def make_kernel(k):
    """r<^k / r>^(k+1), with the trapezoid correction for its kink."""
    low, high = np.minimum.outer(X, X), np.maximum.outer(X, X)
    kernel = (low / high) ** k / high
    np.fill_diagonal(kernel, (1 - STEP * (2 * k + 1) / 12) / X)
    return kernel


KERNEL = [make_kernel(k) for k in range(4)]


def test_kernel():
    worst = 0.0
    density = X ** 4 * np.exp(-2 * X) * STEP * X
    for k in range(3):
        def integrand(r):
            inner = gamma(5 + k) * gammainc(5 + k, 2 * r) / 2 ** (5 + k)
            return 2 * r ** (3 - k) * np.exp(-2 * r) * inner
        exact = quad(integrand, 0, 40, epsabs=1e-13, epsrel=1e-11, limit=200)[0]
        worst = max(worst, abs(density @ KERNEL[k] @ density / exact - 1))
    assert worst < 1e-6
    return worst


def exponents(lowest, ratio, count, steep_ratio=1.0, steep_count=0):
    """Gaussian exponents in units of Z^2: a dense set, then a steep tail."""
    dense = lowest * ratio ** np.arange(count)
    steep = dense[-1] * steep_ratio ** np.arange(1, steep_count + 1)
    return np.concatenate([dense, steep])


BASIS = exponents(1.5e-4, 1.75, 20, 2.5, 12)
SHIFTED_BASIS = exponents(1.5e-4 * sqrt(1.75), 1.75, 20, 3.0, 10)
# p and q hold P and Q times the square root of the quadrature weight
Orbital = namedtuple("Orbital", "Z kappa p q")


class Block:
    """Kinetically balanced Gaussian basis for one kappa."""

    def __init__(self, Z, kappa, basis):
        n = len(basis)
        self.Z, self.kappa, self.n = Z, kappa, n
        r, l = X / Z, l_of(kappa)
        expo = (Z ** 2 * basis)[:, None]
        large = r ** (l + 1) * np.exp(-expo * r ** 2) * np.sqrt(STEP * r)
        large /= np.linalg.norm(large, axis=1)[:, None]
        balanced = ((l + 1 + kappa) / r - 2 * expo * r) * large
        small = balanced / np.linalg.norm(balanced, axis=1)[:, None]
        self.large, self.small = large, small
        self.S = self.diagonal_blocks(np.ones(POINTS))
        self.h = self.diagonal_blocks(-Z / r)
        self.h[n:, n:] -= 2 * C ** 2 * self.S[n:, n:]
        self.h[n:, :n] = C * small @ balanced.T
        self.h[:n, n:] = self.h[n:, :n].T

    def diagonal_blocks(self, function):
        n = self.n
        out = np.zeros((2 * n, 2 * n))
        out[:n, :n] = (self.large * function) @ self.large.T
        out[n:, n:] = (self.small * function) @ self.small.T
        return out

    def orbital(self, x):
        p, q = x[:self.n] @ self.large, x[self.n:] @ self.small
        s = 1.0 if p.sum() > 0 else -1.0
        return Orbital(self.Z, self.kappa, s * p, s * q)

    def shell(self, b):
        """Direct minus exchange operator of the full shell b."""
        ja, jb = j_of(self.kappa), j_of(b.kappa)
        potential = self.Z * KERNEL[0] @ (b.p ** 2 + b.q ** 2)
        out = (2 * jb + 1) * self.diagonal_blocks(potential)
        mixed = np.vstack([self.large * b.p, self.small * b.q])
        for k in range(int(abs(ja - jb)), int(ja + jb) + 1):
            if (l_of(self.kappa) + l_of(b.kappa) + k) % 2 == 0:
                factor = (2 * jb + 1) * three_j_half(ja, k, jb) ** 2
                out -= factor * self.Z * (mixed @ KERNEL[k] @ mixed.T)
        return (out + out.T) / 2


def make_blocks(Z, basis):
    return {k: Block(Z, k, basis) for k in (-1, 1, -2)}


def sommerfeld(charge, kappa, radial_nodes):
    g = sqrt(kappa ** 2 - (charge / C) ** 2)
    root = sqrt(1 + (charge / C / (radial_nodes + g)) ** 2)
    return C ** 2 * (1 / root - 1)


def one_electron_error(blocks, charge):
    """Worst relative energy error for a bare point charge, and its state."""
    states = {-1: (("1s", 0, 0), ("2s", 1, 1), ("3s", 2, 2)),
              1: (("2p1/2", 0, 1),), -2: (("2p3/2", 0, 0),)}
    errors = {}
    for k, b in blocks.items():
        h = b.h + b.diagonal_blocks((b.Z - charge) * b.Z / X)
        energy = eigh(h, b.S, eigvals_only=True)
        for label, i, nodes in states[k]:
            errors[label] = abs(energy[b.n + i]
                                / sommerfeld(charge, k, nodes) - 1)
    worst = max(errors, key=errors.get)
    return errors[worst], worst


def solve_ion(Z, basis=BASIS):
    blocks, n = make_blocks(Z, basis), len(basis)
    assert one_electron_error(blocks, Z)[0] < 3e-5
    fock = {k: b.h.copy() for k, b in blocks.items()}
    previous = None
    where = ((-1, n), (-1, n + 1), (1, n), (-2, n))
    for iteration in range(100):
        solution = {k: eigh(fock[k], blocks[k].S) for k in blocks}
        energy = np.array([solution[k][0][i] for k, i in where])
        core = [blocks[k].orbital(solution[k][1][:, i]) for k, i in where]
        # threshold set above the rounding noise of the steep functions
        if previous is not None and np.max(abs(energy - previous)) < 1e-6:
            break
        previous = energy
        for k, b in blocks.items():
            new = b.h + sum(b.shell(o) for o in core)
            fock[k] = 0.3 * fock[k] + 0.7 * new
    else:
        raise AssertionError("self-consistency not reached")
    inner = {k: b.h + b.shell(core[0]) + b.shell(core[1])
             for k, b in blocks.items()}
    outer = {k: b.shell(core[2]) + b.shell(core[3]) for k, b in blocks.items()}
    # 3s in the mean field of 2p^5, inside the positive-energy virtual space
    virtual = solution[-1][1][:, n + 2:]
    mean_operator = inner[-1] + outer[-1] * 5 / 6
    mean_e, y = eigh(virtual.T @ mean_operator @ virtual)
    vectors = {"s": (-1, virtual @ y[:, 0]), "p1": (1, solution[1][1][:, n]),
               "p3": (-2, solution[-2][1][:, n])}
    ion = {"Z": Z, "mean_s": mean_e[0], "orb": {}, "fock": {}, "inner": {}}
    for name, (k, x) in vectors.items():
        ion["orb"][name] = blocks[k].orbital(x)
        ion["inner"][name] = x @ inner[k] @ x
        ion["fock"][name] = ion["inner"][name] + x @ outer[k] @ x
    return ion


# ---------- pair and particle-hole elements ----------
def slater(k, a, b, c, d):
    """R^k(ab,cd): densities a-c and b-d."""
    return a.Z * (a.p * c.p + a.q * c.q) @ KERNEL[k] @ (b.p * d.p + b.q * d.q)


def coupled_coulomb(a, b, c, d, J):
    ja, jb, jc, jd = [j_of(o.kappa) for o in (a, b, c, d)]
    total = 0.0
    for k in j_range(ja, jc, jb, jd):
        angular = reduced(a.kappa, k, c.kappa) * reduced(b.kappa, k, d.kappa)
        if angular:
            total += (sign(jc + jb + J) * six_j(ja, jb, J, jd, jc, k)
                      * angular * slater(k, a, b, c, d))
    return total


def pair_element(a, b, c, d, J):
    phase = sign(j_of(c.kappa) + j_of(d.kappa) - J)
    return (coupled_coulomb(a, b, c, d, J)
            - phase * coupled_coulomb(a, b, d, c, J))


def pandya(a, b, c, d, J):
    ja, jb, jc, jd = [j_of(o.kappa) for o in (a, b, c, d)]
    return -sum((2 * Jp + 1) * six_j(ja, jb, J, jc, jd, Jp)
                * pair_element(a, d, c, b, Jp)
                for Jp in j_range(ja, jd, jc, jb))


def closed_form(s, b, d, J):
    attraction = -slater(0, s, b, s, b) if b is d else 0.0
    angular = reduced(s.kappa, J, b.kappa) * reduced(s.kappa, J, d.kappa)
    if angular:
        return attraction + angular / (2 * J + 1) * slater(J, s, d, b, s)
    return attraction


HOLES = {0: ["p1"], 1: ["p3", "p1"], 2: ["p3"]}


def level_matrix(ion, J):
    o, f = ion["orb"], ion["fock"]
    return np.array([[(f["s"] - f[b] if b == d else 0.0)
                      + pandya(o["s"], o[b], o["s"], o[d], J)
                      for d in HOLES[J]] for b in HOLES[J]])


# ---------- independent road: Fock space and angular quadrature ----------
NODES, WEIGHTS = np.polynomial.legendre.leggauss(12)


def theta(l, m):
    k = abs(m)
    value = (sqrt((2 * l + 1) / 2 * factorial(l - k) / factorial(l + k))
             * lpmv(k, l, NODES))
    return value * sign(m) if m < 0 else value


@lru_cache(None)
def angular_integral(ka, ma, k, kc, mc):
    """<kappa_a m_a|C^k_q|kappa_c m_c>, q = m_a - m_c, by quadrature."""
    la, lc, q = l_of(ka), l_of(kc), int(round(ma - mc))
    if abs(q) > k:
        return 0.0
    total = 0.0
    for spin in (-0.5, 0.5):
        mu, nu = int(round(ma - spin)), int(round(mc - spin))
        if abs(mu) <= la and abs(nu) <= lc:
            overlap = np.sum(WEIGHTS * theta(la, mu) * theta(k, q)
                             * theta(lc, nu))
            total += (cg(la, mu, 0.5, spin, j_of(ka), ma)
                      * cg(lc, nu, 0.5, spin, j_of(kc), mc)
                      * sqrt(2 / (2 * k + 1)) * overlap)
    return total


def annihilators(count):
    lower, parity = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])
    result = []
    for i in range(count):
        matrix = np.eye(1)
        for j in range(count):
            factor = parity if j < i else lower if j == i else np.eye(2)
            matrix = np.kron(matrix, factor)
        result.append(matrix)
    return result


MODES = ([("p1", m) for m in (-0.5, 0.5)]
         + [("p3", m) for m in (-1.5, -0.5, 0.5, 1.5)]
         + [("s", m) for m in (-0.5, 0.5)])
INDEX = {mode: i for i, mode in enumerate(MODES)}
LOWER = annihilators(len(MODES))
CLOSED = np.zeros(2 ** len(MODES))
CLOSED[0] = 1.0
for i in range(6):
    CLOSED = LOWER[i].T @ CLOSED
HOLE_J = {"p1": 0.5, "p3": 1.5}


def coupled_state(b, J, M):
    state = np.zeros_like(CLOSED)
    for ms in (-0.5, 0.5):
        mb = M - ms
        if abs(mb) <= HOLE_J[b]:
            amplitude = (cg(0.5, ms, HOLE_J[b], mb, J, M)
                         * sign(HOLE_J[b] + mb))
            state += amplitude * (LOWER[INDEX["s", ms]].T
                                  @ (LOWER[INDEX[b, -mb]] @ CLOSED))
    return state


def fock_space_error(ion):
    names = ["p1", "p3", "s"]
    orbitals = [ion["orb"][x] for x in names]
    which = np.array([names.index(name) for name, m in MODES])
    m = np.array([m for name, m in MODES])
    densities = np.array([a.p * c.p + a.q * c.q
                          for a in orbitals for c in orbitals])
    size = len(MODES)
    g = np.zeros((size,) * 4)
    for k in range(4):
        radial = (ion["Z"] * densities @ KERNEL[k] @ densities.T)
        radial = radial.reshape(3, 3, 3, 3)
        ang = np.array([[angular_integral(ion["orb"][x].kappa, mx, k,
                                          ion["orb"][y].kappa, my)
                         for y, my in MODES] for x, mx in MODES])
        g += (ang[:, None, :, None] * ang.T[None, :, None, :]
              * radial[which[:, None, None, None], which[None, None, :, None],
                       which[None, :, None, None], which[None, None, None, :]])
    m_in = m[:, None, None, None] + m[None, :, None, None]
    m_out = m[None, None, :, None] + m[None, None, None, :]
    g *= np.abs(m_in - m_out) < 1e-9
    labels = [(b, J, M) for J in HOLES for b in HOLES[J]
              for M in range(-J, J + 1)]
    assert len(labels) == 12
    states = np.column_stack([coupled_state(*x) for x in labels] + [CLOSED])
    assert np.allclose(states.T @ states, np.eye(13), atol=1e-12)
    once = [a @ states for a in LOWER]
    twice = np.array([[LOWER[l] @ once[k] for l in range(size)]
                      for k in range(size)]).reshape(size ** 2, -1)
    acted = g.reshape(size ** 2, size ** 2) @ twice
    shape = (size ** 2, len(CLOSED), 13)
    H = 0.5 * np.einsum("axs,axt->st", twice.reshape(shape),
                        acted.reshape(shape))
    for i, (name, mi) in enumerate(MODES):
        H += ion["inner"][name] * once[i].T @ once[i]
    H -= H[12, 12] * np.eye(13)
    expected = np.zeros((13, 13))
    blocks = {J: level_matrix(ion, J) for J in HOLES}
    for i, (b, J, M) in enumerate(labels):
        for k, (d, J2, M2) in enumerate(labels):
            if (J, M) == (J2, M2):
                expected[i, k] = blocks[J][HOLES[J].index(b),
                                           HOLES[J].index(d)]
    return np.max(abs(H - expected))


def singlet_vector():
    """J=1 components of the spin-conserving excitation 2p(m=0) -> 3s."""
    state = np.zeros_like(CLOSED)
    for spin in (-0.5, 0.5):
        for b, j in HOLE_J.items():
            state += (cg(1, 0, 0.5, spin, j, spin)
                      * LOWER[INDEX["s", spin]].T
                      @ (LOWER[INDEX[b, spin]] @ CLOSED))
    vector = np.array([coupled_state(b, 1, 0) @ state for b in HOLES[1]])
    assert abs(vector @ vector - state @ state) < 1e-12
    vector /= np.linalg.norm(vector)
    return vector * np.sign(vector[0])


def all_levels(ion):
    e1, v1 = np.linalg.eigh(level_matrix(ion, 1))
    levels = np.array([level_matrix(ion, 2)[0, 0], e1[0],
                       level_matrix(ion, 0)[0, 0], e1[1]])
    return levels, v1


# ---------- tests and numbers ----------
recoupling_error = test_recoupling()
kernel_error = test_kernel()
singlet = singlet_vector()
assert np.allclose(singlet, [sqrt(2 / 3), sqrt(1 / 3)], atol=1e-12)
print(f"recoupling and inverse, largest error: {recoupling_error:.1e}")
print(f"radial integrals, largest relative error: {kernel_error:.1e}")
print(f"singlet vector (3/2,1/2): {singlet[0]:.6f} {singlet[1]:.6f}")

CHARGES = {"Si4+": 14, "Fe16+": 26, "Mo32+": 42}
print("relative one-electron energy error (worst state)")
for lowest, count in ((5e-4, 27), (1.5e-4, 28)):
    wide = exponents(lowest, 2.3, count)
    error, state = one_electron_error(make_blocks(26, wide), 26)
    print(f"  control, Z=26, ratio 2.3 from {lowest:.1e} Z^2: "
          f"{error:.1e} ({state})")
outer_errors = []
for Z in CHARGES.values():
    trial = make_blocks(Z, BASIS)
    error, state = one_electron_error(trial, Z)
    outer_error, outer_state = one_electron_error(trial, Z - 9)
    outer_errors.append(outer_error)
    print(f"  basis used, Z={Z}: charge Z {error:.1e} ({state}), "
          f"charge Z-9 {outer_error:.1e} ({outer_state})")
assert max(outer_errors) < 3e-5

ions = {name: solve_ion(Z) for name, Z in CHARGES.items()}
summary, purity = [], []
for name, ion in ions.items():
    o, f = ion["orb"], ion["fock"]
    for J in HOLES:
        for b in HOLES[J]:
            for d in HOLES[J]:
                difference = (pandya(o["s"], o[b], o["s"], o[d], J)
                              - closed_form(o["s"], o[b], o[d], J))
                assert abs(difference) < 1e-10
    error = fock_space_error(ion)
    assert error < 1e-7
    levels, v1 = all_levels(ion)
    mean = levels @ np.array([5, 3, 1, 3]) / 12
    # tolerance: rounding noise of an eigenvalue in a basis of large norm
    assert abs(mean - ion["mean_s"] + (4 * f["p3"] + 2 * f["p1"]) / 6) < 1e-6
    purity.append(v1[0, 0] ** 2)
    weights = (singlet @ v1) ** 2
    splitting = f["p3"] - f["p1"]
    exchange = slater(1, o["s"], o["p3"], o["p3"], o["s"])
    summary += [
        f"{name} (Z={ion['Z']}) levels J=2,1,0,1 [eV]: "
        + " ".join(f"{x:.3f}" for x in levels * EV),
        f"  2p splitting, G1(3s,2p3/2) [Ha]: {splitting:.5f} {exchange:.5f}",
        f"  lower J=1: weight of 2p3/2 hole {v1[0, 0]**2:.4f}, "
        f"singlet {weights[0]:.4f}",
        f"  upper J=1: weight of 2p1/2 hole {v1[1, 1]**2:.4f}, "
        f"singlet {weights[1]:.4f}",
        f"  Fock-space check, largest difference: {error:.1e} Ha"]
assert purity[0] < purity[1] < purity[2]

iron = ions["Fe16+"]
o, f = iron["orb"], iron["fock"]
s, p1, p3 = o["s"], o["p1"], o["p3"]
print("Fe16+ in detail, energies in Ha")
print(f"orbital energies 2p1/2, 2p3/2: {f['p1']:.5f} {f['p3']:.5f}")
print(f"<3s|F|3s>: {f['s']:.5f}")
print(f"gaps <3s|F|3s>-e(2p), j=3/2, 1/2: "
      f"{f['s'] - f['p3']:.5f} {f['s'] - f['p1']:.5f}")
print(f"F0(3s,2p3/2), F0(3s,2p1/2): "
      f"{slater(0, s, p3, s, p3):.5f} {slater(0, s, p1, s, p1):.5f}")
print(f"R1 exchange 3/2-3/2, 1/2-1/2, 3/2-1/2: "
      f"{slater(1, s, p3, p3, s):.5f} {slater(1, s, p1, p1, s):.5f} "
      f"{slater(1, s, p1, p3, s):.5f}")
for label, b, d in (("3/2,3/2", p3, p3), ("1/2,1/2", p1, p1),
                    ("3/2,1/2", p3, p1)):
    jb, jd = j_of(b.kappa), j_of(d.kappa)
    pair_js = j_range(0.5, jd, 0.5, jb)
    for Jp in pair_js:
        print(f"pair element, holes {label}, J'={Jp}: "
              f"{pair_element(s, d, s, b, Jp):.5f}")
    for J in j_range(0.5, jb, 0.5, jd):
        symbols = " ".join(f"{six_j(0.5, jb, J, 0.5, jd, Jp):.6f}"
                           for Jp in pair_js)
        print(f"  J={J}: 6j for these J' = {symbols}; "
              f"v_J = {pandya(s, b, s, d, J):.5f}")
matrix = level_matrix(iron, 1)
print(f"J=1 matrix (33, 11, 31): {matrix[0, 0]:.5f} {matrix[1, 1]:.5f} "
      f"{matrix[0, 1]:.5f}")
levels, vectors = all_levels(iron)
print("levels J=2,1,0,1 [Ha]: " + " ".join(f"{x:.5f}" for x in levels))
second_levels, _ = all_levels(solve_ion(26, SHIFTED_BASIS))
basis_shift = np.max(abs(second_levels - levels))
assert basis_shift < 5e-4
print(f"largest level shift in a shifted basis: {basis_shift:.1e} Ha")
print(f"1 Ha = {EV:.6f} eV")
print("\n".join(summary))
print("OK")
```

It prints:

```
recoupling and inverse, largest error: 4.4e-16
radial integrals, largest relative error: 2.5e-08
singlet vector (3/2,1/2): 0.816497 0.577350
relative one-electron energy error (worst state)
  control, Z=26, ratio 2.3 from 5.0e-04 Z^2: 6.6e-05 (3s)
  control, Z=26, ratio 2.3 from 1.5e-04 Z^2: 1.1e-04 (3s)
  basis used, Z=14: charge Z 7.5e-08 (1s), charge Z-9 1.5e-08 (3s)
  basis used, Z=26: charge Z 9.8e-08 (1s), charge Z-9 2.5e-08 (1s)
  basis used, Z=42: charge Z 1.8e-07 (1s), charge Z-9 6.9e-08 (1s)
Fe16+ in detail, energies in Ha
orbital energies 2p1/2, 2p3/2: -46.93430 -46.45216
<3s|F|3s>: -17.93095
gaps <3s|F|3s>-e(2p), j=3/2, 1/2: 28.52121 29.00335
F0(3s,2p3/2), F0(3s,2p1/2): 1.80363 1.80703
R1 exchange 3/2-3/2, 1/2-1/2, 3/2-1/2: 0.18656 0.18707 0.18679
pair element, holes 3/2,3/2, J'=1: 1.82436
pair element, holes 3/2,3/2, J'=2: 1.74145
  J=1: 6j for these J' = -0.083333 0.250000; v_J = -1.72072
  J=2: 6j for these J' = 0.250000 0.050000; v_J = -1.80363
pair element, holes 1/2,1/2, J'=0: 1.74468
pair element, holes 1/2,1/2, J'=1: 1.78625
  J=0: 6j for these J' = -0.500000 0.500000; v_J = -1.80703
  J=1: 6j for these J' = 0.500000 0.166667; v_J = -1.76546
pair element, holes 3/2,1/2, J'=1: 0.05870
  J=1: 6j for these J' = -0.333333; v_J = 0.05870
J=1 matrix (33, 11, 31): 26.80049 27.23789 0.05870
levels J=2,1,0,1 [Ha]: 26.71758 26.79275 27.19632 27.24563
largest level shift in a shifted basis: 2.9e-06 Ha
1 Ha = 27.211386 eV
Si4+ (Z=14) levels J=2,1,0,1 [eV]: 105.239 105.597 105.922 106.763
  2p splitting, G1(3s,2p3/2) [Ha]: 0.02542 0.06616
  lower J=1: weight of 2p3/2 hole 0.6210, singlet 0.0829
  upper J=1: weight of 2p1/2 hole 0.6210, singlet 0.9171
  Fock-space check, largest difference: 2.0e-14 Ha
Fe16+ (Z=26) levels J=2,1,0,1 [eV]: 727.022 729.068 740.049 741.391
  2p splitting, G1(3s,2p3/2) [Ha]: 0.48214 0.18656
  lower J=1: weight of 2p3/2 hole 0.9829, singlet 0.5388
  upper J=1: weight of 2p1/2 hole 0.9829, singlet 0.4612
  Fock-space check, largest difference: 8.5e-14 Ha
Mo32+ (Z=42) levels J=2,1,0,1 [eV]: 2380.833 2384.914 2492.153 2494.331
  2p splitting, G1(3s,2p3/2) [Ha]: 4.10864 0.34403
  lower J=1: weight of 2p3/2 hole 0.9993, singlet 0.6410
  upper J=1: weight of 2p1/2 hole 0.9993, singlet 0.3590
  Fock-space check, largest difference: 2.6e-13 Ha
OK
```
